# Why stressed surface troughs sharpen towards a cusp despite capillarity

**Question.** A sharp trough costs surface energy, and capillarity resists it more strongly the sharper it becomes. Why, then, can a trough on a stressed film go on sharpening, apparently towards a cusp at a finite time?

**Answer.**

**The mechanism**

Two terms decide whether material leaves the bottom of a trough. Capillarity lowers the potential there in proportion to the trough curvature $K$, and so draws material in. Misfit stress crowds around the bottom, and the elastic energy density raises the potential and drives material out. At a sharp notch the stress grows as the square root of the curvature, so its energy density also grows as $K$. Sharpening therefore gives capillarity no growing advantage. Elasticity does not win by an ever larger factor: in the run below the two terms nearly cancel, and a small excess on the elastic side keeps the trough deepening.

**The potential and the law of motion**

Take an isotropic elastic half-space below a traction-free surface, with isotropic surface energy $\gamma$ and a profile that does not vary along $z$. Far below, the in-plane stress is $\sigma_0$ and the elastic strain along $z$ is fixed at $\varepsilon_m$. At the surface the stress along the profile is $\sigma_t$, and Hooke's law, with Young's modulus $E$ and Poisson's ratio $\nu$, gives

$$\sigma_{zz}=E\varepsilon_m+\nu\sigma_t,\qquad \varepsilon_t=\frac{(1-\nu^2)\sigma_t}{E}-\nu\varepsilon_m .$$

In the energy density $w=\tfrac12(\sigma_t\varepsilon_t+\sigma_{zz}\varepsilon_m)$ the cross terms cancel:

$$w=\frac{\sigma_t^2}{2E'}+\frac{E\varepsilon_m^2}{2},\qquad E'=\frac{E}{1-\nu^2}.$$

The last term is constant and drives nothing. Adding a layer of thickness $\delta n$ costs $w\,\delta n$ of elastic energy and lengthens the surface by $\kappa\,\delta n$ per unit length, with $\kappa>0$ on crests. The energy per added volume is thus $\gamma\kappa+w$. Atoms diffuse along the surface down its gradient, and mass conservation gives the outward normal velocity

$$v=B\,\partial_s^2(\gamma\kappa+w),\qquad B=\frac{D\,\delta\,\Omega}{k_BT},$$

with surface diffusivity $D$, mobile layer thickness $\delta$ and atomic volume $\Omega$.

For wavenumber $k$, measure length in $1/k$, time in $1/(B\gamma k^4)$ and potential in $\gamma k$. With $S=\sigma_t/\sigma_0$,

$$v=\partial_s^2\mu,\quad \mu=\kappa+\frac{\Lambda}{4}S^2,\quad \Lambda=\frac{k_c}{k}=\frac{\lambda}{\lambda_c},\quad k_c=\frac{2\sigma_0^2}{E'\gamma}.$$

**The stress at a trough**

A cycloid-shaped surface can be solved in closed form. Map the lower half-plane $\zeta=\xi+i\eta$ onto the solid by $z=x+iy=\zeta+imE$, where now $E=e^{-i\zeta}$ and $0<m<1$. The surface is $\eta=0$, with $y=m\cos\xi$. Its trough is at $\xi=\pi$, and $m=1$ is a cusp.

In plane elasticity two analytic functions describe the stress: $\sigma_{xx}+\sigma_{yy}=4\,\mathrm{Re}\,\varphi'(z)$, and a traction-free surface requires $\varphi+z\overline{\varphi'}+\overline{\psi}=$ constant. Write $\varphi=\sigma_0z/4+\varphi_0$ and $\psi=-\sigma_0z/2+\psi_0$, whose first terms are the uniform stress. With $z-\bar z=im(E+\bar E)$ on the surface, the condition becomes

$$\varphi_0+\frac{z}{\overline{z_\zeta}}\,\overline{\partial_\zeta\varphi_0}+\overline{\psi_0}=-\frac{i\sigma_0m}{2}(E+\bar E)+\text{constant}.$$

Try $\varphi_0=-\tfrac{i}{2}\sigma_0mE$, which matches the $E$ term on the right. Then $\overline{\partial_\zeta\varphi_0}=-\tfrac12\sigma_0m\bar E$. In the middle term put $z=\bar z+im(E+\bar E)$. The $\bar z$ part is the conjugate of a function analytic in the solid. The rest is

$$-\frac{i\sigma_0m^2}{2}\,\frac{1+\bar E^2}{1+m\bar E},$$

which has no positive powers of $E$ and is also such a conjugate. Hence $\psi_0$ can absorb everything left over, and the trial is the solution. The normal stress vanishes at the surface, so

$$S=1-2\,\mathrm{Re}\frac{mE}{1+mE}=\mathrm{Re}\frac{1-mE}{1+mE}=\frac{1-m^2}{D_m},\quad D_m=1+m^2+2m\cos\xi.$$

The slope angle is $\theta=\arg(1+mE)$ and $ds=\sqrt{D_m}\,d\xi$. Since $d\theta/d\xi=-m(\cos\xi+m)/D_m$,

$$\kappa=-\frac{d\theta}{ds}=\frac{m(\cos\xi+m)}{D_m^{3/2}}.$$

At the trough $\cos\xi=-1$, which gives

$$S=\frac{1+m}{1-m},\qquad K=-\kappa=\frac{m}{(1-m)^2},\qquad S^2-1=\frac{4m}{(1-m)^2}=4K.$$

Relative to a flat surface, the trough potential is therefore

$$\frac{\Lambda}{4}(S^2-1)-K=\Lambda K-K=(\Lambda-1)K .$$

Both contributions are proportional to curvature, however sharp the cycloid.

**What starts the growth, and what amplitude changes**

For $m\ll1$, $\kappa=m\cos\xi$ and $S^2=1-4m\cos\xi$, so $\mu=\Lambda/4+(1-\Lambda)m\cos\xi$ and $v=(\Lambda-1)m\cos\xi$. A shallow wave grows if $\Lambda>1$. Capillarity resists from the start, but on such a wave it is already losing.

Surface diffusion responds to the variation of $\mu$ along the surface, so at finite amplitude the trough velocity needs a separate calculation. Put $\xi=\pi+\phi$ and $e=1-m$. To order $\phi^2$, $D_m=e^2+m\phi^2$ and

$$S^2=\frac{(1+m)^2}{e^2}\left(1-\frac{2m\phi^2}{e^2}\right),\qquad
\kappa=-\frac{m}{e^2}\left(1-\frac{(1+2m)\phi^2}{2e^2}\right).$$

The second bracket combines $-\phi^2/(2e)$ from the numerator with $-3m\phi^2/(2e^2)$ from $D_m^{-3/2}$, using $e+3m=1+2m$. At this symmetric point $\partial_s^2=e^{-2}\partial_\phi^2$, so

$$v_{\rm trough}=-\frac{m}{(1-m)^6}\left[\Lambda(1+m)^2-(1+2m)\right].$$

The ratio of elastic removal to capillary filling, $\Lambda(1+m)^2/(1+2m)$, rises from $\Lambda$ for a shallow cycloid to $4\Lambda/3$ at the cusp. For $3/4<\Lambda<1$ a shallow trough fills in, while a deep enough one is at first driven deeper. At $\Lambda=0.95$ the change comes at $m=0.288$.

That initial drive does not guarantee a cusp. In a full calculation at $\Lambda=0.95$ started from $m=0.7$, $K$ rose from 7.78 to 8.17 and then decayed to 0.0026. Here capillarity finally won.

**When the wave can stop short of a cusp**

The energy of the cycloid family shows why $\Lambda>1$ alone is not enough. Raising $m$ by $dm$ adds area $(\cos\xi+m)\,dm\,d\xi$. A uniform shift of the surface restores the volume, which subtracts the flat-surface potential. The elastic energy slope per wavelength, in units of $\gamma\lambda$, is thus $(\Lambda/4)\langle(S^2-1)(\cos\xi+m)\rangle$, where brackets average over $\xi$.

From $S=1+2\sum_{n\ge1}(-m)^n\cos n\xi$ we have $\langle S\rangle=1$ and $\langle S^2\rangle=(1+m^2)/(1-m^2)$. Writing $\cos\xi=(D_m-1-m^2)/(2m)$ and using $S^2D_m=(1-m^2)S$,

$$\langle S^2\cos\xi\rangle=\frac{1}{2m}\left[(1-m^2)-\frac{(1+m^2)^2}{1-m^2}\right]=-\frac{2m}{1-m^2}.$$

The average in the slope is then

$$-\frac{2m}{1-m^2}+\frac{m(1+m^2)}{1-m^2}-m=-2m .$$

Integrating the slope $-\Lambda m/2$ and adding the extra surface length gives

$$f(m)=\langle\sqrt{D_m}\rangle-1-\frac{\Lambda m^2}{4}.$$

For small $m$, $\sqrt{D_m}=|(1+mE)^{1/2}|^2$ has mean $1+m^2/4+m^4/64+\dots$. Setting $f'=0$ gives $m^2\simeq8(\Lambda-1)$, a smooth, saturated ripple. At $\Lambda=1.02$ this predicts $m=0.400$. The full calculation, free to leave the cycloid family but confined to a cell of one wavelength, settled with a first harmonic of 0.390. In a cell of two wavelengths the same ripple is unstable, fastest to a mode that makes neighbouring troughs unequal.

At the cusp, $d\langle\sqrt{D_m}\rangle/dm=\langle|\cos(\xi/2)|\rangle=2/\pi$. The energy still falls towards the cusp if $\Lambda/2>2/\pi$, or $\Lambda>4/\pi\simeq1.27$. This is an estimate within one family of shapes, not a sharp boundary for the full motion. The exact steady shapes sharpen quickly with $\Lambda$: their trough curvature is 3.3 at $\Lambda=1.044$, 27 at $\Lambda=1.100$ and 76 at $\Lambda=1.125$. For a wave of order 150 nm, a stop at a radius above about 1 nm therefore needs $\Lambda$ below roughly 1.1.

**Following the real shape**

Surface diffusion does not keep a cycloid a cycloid. The full calculation therefore uses $z=\zeta+i\sum_n a_nE^n$ with 96 harmonics. The traction condition, treated as above, becomes a linear system for the coefficients of $\varphi_0$. A separate stress calculation in physical space, for two shallow test profiles, agreed with it to $7\times10^{-13}\sigma_0$. The map moves as $z_t=iz_\zeta G$, where $G$ is analytic in the solid and $\mathrm{Re}\,G=v/|z_\zeta|$ on the surface; this imposes the required normal velocity.

**Numbers for a strained film**

Take rough values for a silicon-germanium film on silicon, with $E$ again Young's modulus: $E=150$ GPa, $\nu=0.27$, misfit 1.2 %, $\gamma=1.2$ J/m² and $T=900$ K. Then

$$\sigma_0=\frac{150\times0.012}{1-0.27}=2.47\ \text{GPa},\qquad E'=\frac{150}{1-0.27^2}=161.8\ \text{GPa},$$

$$\lambda_c=\frac{2\pi}{k_c}=\frac{\pi E'\gamma}{\sigma_0^2}\simeq100\ \text{nm}.$$

The linear growth rate in physical units is $B\gamma k^3(k_c-k)$, largest at $k=3k_c/4$, or $\lambda=4\lambda_c/3$. The example uses the nearby $\lambda=1.5\lambda_c\simeq150$ nm, so $1/k=24$ nm. With round values $D=10^{-10}$ cm²/s, $\delta=0.14$ nm and $\Omega=0.020$ nm³, the time unit is 122 s. The starting amplitude is 2.4 nm. In the table the excess is $(\Lambda/4)(S^2-1)-K$, and the ratio is elastic removal over capillary filling.

| $K/k$ | radius (nm) | time (s) | $S$ | excess | ratio |
|---|---|---|---|---|---|
| 0.123 | 194 | 0 | 1.22 | 0.06 | 1.513 |
| 1.02 | 23.5 | 169.9 | 2.04 | 0.16 | 1.014 |
| 5.04 | 4.75 | 207.9 | 3.91 | 0.33 | 1.001 |
| 25.0 | 0.96 | 213.4 | 8.32 | 0.56 | 1.000 |

In the last row the elastic term is $0.375\times(8.316^2-1)=25.56$, against a capillary term of 25.00. The margin has fallen from about half of the capillary term to about 2 % of it, yet the excess itself has grown ninefold. The ratio falls towards one, whereas the cycloid formula would let it rise towards 2: the evolving tip adjusts its shape until the two large terms nearly balance.

For $K/k$ above 8 the sharpening fits $dK/dt\propto K^p$ with $p=2.37$. If such a law with $p>1$ persists, integrating $dt=dK/(CK^p)$ to infinite $K$ gives a finite remaining time

$$t_*-t=\frac{K}{(p-1)\,dK/dt},$$

here 0.69 s after the last row. The fit can be tried on an interval that reaches below its own range, with about half of the elapsed time lying outside the fit. The remaining time scales as $K^{1-p}$, so from $K/k=5.04$ to 25 it predicts $0.694\,(4.96^{1.37}-1)\simeq5.5$ s; the run took 5.47 s. The exponent is measured, not derived, and it is not constant. Followed further on a finer mesh, the local exponent falls from 2.35 at $K/k=25$ to about 2.25 at 50 and 2.1 at 100. Reaching $K/k=200$ already takes 0.70 s, so 0.69 s is an underestimate; the last local exponent gives about 0.8 s. The exponent stays well above one over this range, which supports a finite-time cusp but does not prove one.

To isolate the cause, a control run kept the wavelength, starting shape and linear growth rate, but replaced $S^2-1$ by $(S^2-1)/[1+(S^2-1)/8]$, which weakens the stress concentration. Over 235 s, 10 % longer than the main run, $K/k$ never exceeded 0.55. Without the full concentration the runaway did not occur in that time.

**Where a real film departs from this**

The continuum cusp is cut off early. The trough stress passes a rough ideal strength of $E/10=15$ GPa at a radius of 1.8 nm, and the final radius is under two lattice constants. These two limits affect the last two seconds or so, but linear elasticity becomes doubtful earlier. Near $K/k=3.4$, about 10 s before the last row, the trough strain is 5 %, and a rough third-order correction to the energy density, near 8 %, is already as large as the margin between the two driving terms. A surface stress of 1 N/m would exert a traction of about 5 % of the final trough stress. That is small beside the stress itself, but not beside the 2 % margin between the two driving terms, so surface stress could alter the late sharpening.

Other departures matter more. The groove is 19 nm deep from crest to bottom, so the film must be thicker than that under its crests. Because the trough is narrow and the crests are broad, the bottom lies about 14 nm below the mean surface, and the mean thickness must exceed that. The usual force-balance estimate puts the critical thickness for misfit dislocations near 7 nm. The example therefore assumes a metastable film. If dislocations halve $\sigma_0$, $\lambda_c$ becomes four times larger and this 150 nm wave is linearly stable. Cubic elasticity matters too. With silicon's elastic constants the biaxial modulus falls from 206 to 181 GPa, and both the stiffness and the stress concentration of a shallow wave depend on its direction. Together these lengthen $\lambda_c$ to about 131 nm for a wave along [100] and 145 nm along [110] on a (001) film. The 150 nm wave then has $\Lambda\simeq1.15$ or $1.04$. At a given wavelength the initial growth rate is proportional to $\Lambda-1$, so it is less than a third of its value at $\Lambda=1.5$ in the first case and less than a tenth in the second. A film with 1.2 % misfit holds about 30 % germanium and is softer than silicon. Interpolated alloy constants give $\lambda_c\simeq141$ and 157 nm, and the alloy's stress with silicon's compliance gives 150 and 167 nm, so the 150 nm wave is at most weakly unstable along [100] and stable along [110]. A wave close to the threshold can saturate as a smooth ripple only while longer waves are excluded, as they were at $\Lambda=1.02$; on an extended film longer waves destabilise it. The main run illustrates the isotropic model; a real film would need a longer wave to reach the same $\Lambda$. The times scale as $1/D$, and $D$ is a chosen round value that varies strongly with temperature and surface condition, so the 213 s is illustrative. Facets and alloy segregation are left out, and either could change the outcome as well as the timing.

The numerical output also lists the intermediate stages of the run and the instantaneous sharpening rate of a cycloid.

## Computed results

```
Airy check, largest stress difference/sigma0: 7.2e-13
dK/dt / K^5 on a cycloid, e=1-m, L=ratio: -(20*L*e**3 - 101*L*e**2 + 164*L*e - 84*L + 31*e**2 - 84*e + 54)/(e - 1)**4
same rate dK/dt, m=0.4, ratio 1.5: surface 773.9864, formula 773.9864
ratio for downhill energy at cycloid cusp: 1.2732
ratio 1.02: saturated k*a1 0.3904, leading theory 0.4000
ratio 0.95: trough driven deeper above m = 0.288
ratio 0.95, start m=0.7: K/k start 7.78, peak 8.17, end 0.0026, reached stop: False
E 150 GPa, nu 0.27, misfit 1.2 %, gamma 1.2 J/m2, T 900 K
mass diffusivity 1.0e-10 cm2/s, layer 0.14 nm, atomic volume 0.020 nm3
misfit stress 2.466 GPa, plane-strain modulus 161.8 GPa
critical wavelength 100.3 nm, chosen 150.5 nm
length unit 1/k 23.95 nm, time unit 121.7 s
starting amplitude 2.40 nm, linear e-fold time 243.4 s
full run: K/k, radius nm, time s, stress/sigma0, elastic/capillary removal, depth nm
    0.123   194.00     0.0000   1.222   1.513    4.79
    0.496    48.30   123.1985   1.617   1.038    8.63
    1.021    23.46   169.9243   2.038   1.014   11.33
    2.016    11.88   194.0018   2.640   1.005   13.64
    5.044     4.75   207.9429   3.914   1.001   16.17
   10.151     2.36   211.7235   5.403   1.000   17.62
   25.000     0.96   213.4118   8.316   1.000   18.98
late exponent p in dK/dt ~ K^p: 2.37
extrapolated time left to cusp at end: 6.94e-01 s
control, concentration limit S^2-1 < 8: largest K/k 0.545 up to 234.8 s
rough ideal strength 15.0 GPa; final trough stress 20.5 GPa
strength reached at trough radius 1.84 nm
dislocation critical thickness 7.4 nm
biaxial modulus: isotropic 205.5 GPa, cubic 180.7 GPa
surface stress 1 N/m: 5.1 % of final trough stress
final trough potential / kT: 0.04
final radius / lattice constant 0.55 nm: 1.74
```
